# Magnetic-dipole decay within a doublet P term: a program that tests the result

```python
"""
Result under test: for a pure doublet-P term with one p electron, the
magnetic-dipole (M1) decay J=3/2 -> J=1/2 has line strength 4/3 (squared
Bohr magnetons) and rate A = alpha^5 omega^3 / 9 in Hartree atomic units.
alpha: fine-structure constant; omega: level splitting; L, S: orbital and
spin angular momentum; r2: mean square radius of the p orbital.
The electric-quadrupole (E2) rate relative to M1 is (3/25) omega^2 r2^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

alpha = const.fine_structure
hartree = const.physical_constants["Hartree energy"][0]
time_unit = const.physical_constants["atomic unit of time"][0]
bohr_magneton = const.physical_constants["Bohr magneton"][0]
g_spin = abs(const.physical_constants["electron g factor"][0])

# Angular momentum matrices in the product basis (p_x, p_y, p_z) x spin.
epsilon = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    epsilon[a, b, c] = 1
    epsilon[a, c, b] = -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
one2, one3 = np.eye(2), np.eye(3)
L = np.array([np.kron(-1j * epsilon[k], one2) for k in range(3)])
S = np.array([np.kron(one3, pauli[k] / 2) for k in range(3)])
J = L + S
levels, vectors = np.linalg.eigh(sum(L[k] @ S[k] for k in range(3)))
assert np.allclose(levels, [-1, -1, 0.5, 0.5, 0.5, 0.5])
lower, upper = vectors[:, :2], vectors[:, 2:]
J_squared = sum(J[k] @ J[k] for k in range(3))
assert np.allclose(lower.conj().T @ J_squared @ lower, 0.75 * np.eye(2))
assert np.allclose(upper.conj().T @ J_squared @ upper, 3.75 * np.eye(4))


def strength(operators, final, initial):
    return sum(np.linalg.norm(final.conj().T @ op @ initial) ** 2
               for op in operators)


line_strength = strength(L + 2 * S, lower, upper)
spin_total = strength(S, np.eye(6), lower)
spin_inside = strength(S, lower, lower)
assert abs(line_strength - 4 / 3) < 1e-12
assert strength(J, lower, upper) < 1e-24
assert abs(spin_total - 3 / 2) < 1e-12
assert abs(spin_inside - 1 / 6) < 1e-12
for k in range(3):
    assert np.allclose(lower.conj().T @ (S[k] + J[k] / 3) @ lower, 0)
strength_free_g = strength(L + g_spin * S, lower, upper)
g_correction = strength_free_g / line_strength - 1
assert abs(strength_free_g - 4 / 3 * (g_spin - 1) ** 2) < 1e-12

# Photon directions and two transverse polarizations for each direction.
photon_modes = []
cosines, cosine_weights = np.polynomial.legendre.leggauss(6)
for cosine, weight in zip(cosines, cosine_weights):
    sine = np.sqrt(1 - cosine**2)
    for phi in 2 * np.pi * np.arange(10) / 10:
        cp, sp = np.cos(phi), np.sin(phi)
        direction = np.array([sine * cp, sine * sp, cosine])
        for polarization in (np.array([cosine * cp, cosine * sp, -sine]),
                             np.array([-sp, cp, 0.0])):
            photon_modes.append((weight * 2 * np.pi / 10,
                                 direction, polarization))


def golden_rule_rate(omega, amplitude):
    """Mean rate of the four upper states, summed over all photon modes."""
    total = 0.0
    for weight, direction, polarization in photon_modes:
        matrix = amplitude(alpha * omega * direction, polarization)
        total += weight * np.linalg.norm(lower.conj().T @ matrix @ upper)**2
    return omega * alpha**3 * total / (2 * np.pi * 4)


def m1_rate(omega):
    return alpha**5 * omega**3 / 9


def magnetic_amplitude(wavevector, polarization):
    field = np.cross(wavevector, polarization)
    return -0.5j * np.einsum("k,kij->ij", field, L + 2 * S)


# Gaussian p orbitals r_i exp(-a r^2/2) on a Gauss-Hermite product grid.
nodes, node_weights = np.polynomial.hermite.hermgauss(10)
grid = np.array(np.meshgrid(nodes, nodes, nodes, indexing="ij"))
grid = grid.reshape(3, -1).T
grid_weights = np.einsum("i,j,k->ijk", node_weights, node_weights,
                         node_weights).ravel()


def make_orbital(exponent):
    points = grid / np.sqrt(exponent)
    weights = grid_weights / np.sum(grid_weights * points[:, 0]**2)
    return points, weights


def current_amplitude(exponent):
    """Full plane-wave electron current, including the spin current."""
    points, weights = make_orbital(exponent)

    def amplitude(wavevector, polarization):
        phase = weights * np.exp(-1j * (points @ wavevector))
        derivative = (polarization[None, :] - exponent * points
                      * (points @ polarization)[:, None])
        orbital = -1j * (points * phase[:, None]).T @ derivative
        overlap = (points * phase[:, None]).T @ points
        field = np.cross(wavevector, polarization)
        spin = -0.5j * np.einsum("k,kij->ij", field, pauli)
        return np.kron(orbital, one2) + np.kron(overlap, spin)

    return amplitude


wavelengths = {"C+": 158e-6, "Fe13+": 530e-9}
omegas = {ion: const.h * const.c / wavelength / hartree
          for ion, wavelength in wavelengths.items()}
for ion, omega in omegas.items():
    for exponent in (1.0, 4.0):
        direct = golden_rule_rate(omega, current_amplitude(exponent))
        assert abs(direct / m1_rate(omega) - 1) < 1e-5
    omega_si = 2 * np.pi * const.c / wavelengths[ion]
    rate_si = (const.mu_0 * omega_si**3 * bohr_magneton**2 * line_strength
               / (3 * np.pi * const.hbar * const.c**3 * 4))
    assert abs(rate_si * time_unit / m1_rate(omega) - 1) < 1e-7

# Quadrupole amplitude in length form, and its interference with M1.
test_omega = 0.8
for exponent in (1.0, 4.0):
    points, weights = make_orbital(exponent)
    dipole = np.einsum("p,pi,pa,pj->aij", weights, points, points, points)
    assert np.max(np.abs(dipole)) < 1e-12
    second_moment = np.einsum("p,pi,pa,pb,pj->abij", weights, points,
                              points, points, points)
    r2 = np.sum(weights * points[:, 0]**2 * np.sum(points**2, axis=1))
    trace = np.einsum("aaij->ij", second_moment)
    traceless = second_moment - np.einsum("ab,ij->abij", one3, trace) / 3
    quad_operators = [np.kron(traceless[a, b], one2)
                      for a in range(3) for b in range(3)]
    quad_strength = strength(quad_operators, lower, upper)
    assert abs(quad_strength / r2**2 - 8 / 15) < 1e-11

    def quadrupole_amplitude(wavevector, polarization):
        orbital = np.einsum("a,b,abij->ij", polarization, wavevector,
                            second_moment)
        return -test_omega / 2 * np.kron(orbital, one2)

    def combined_amplitude(wavevector, polarization):
        return (magnetic_amplitude(wavevector, polarization)
                + quadrupole_amplitude(wavevector, polarization))

    magnetic = golden_rule_rate(test_omega, magnetic_amplitude)
    quadrupole = golden_rule_rate(test_omega, quadrupole_amplitude)
    combined = golden_rule_rate(test_omega, combined_amplitude)
    assert abs(magnetic / m1_rate(test_omega) - 1) < 1e-11
    assert abs(quadrupole / (alpha**5 * test_omega**5 * quad_strength / 40)
               - 1) < 1e-11
    assert abs(quadrupole / magnetic / (3 / 25 * test_omega**2 * r2**2)
               - 1) < 1e-11
    assert abs(combined / (magnetic + quadrupole) - 1) < 1e-11


def hydrogenic_r2(radial):
    norm = quad(lambda r: r**2 * radial(r)**2, 0, np.inf)[0]
    return quad(lambda r: r**4 * radial(r)**2, 0, np.inf)[0] / norm


core_charge = {"C+": 2, "Fe13+": 14}
# Mean square radii at unit charge; they scale as charge to the power -2.
unit_r2 = {
    "C+": hydrogenic_r2(lambda r: r * np.exp(-r / 2)),
    "Fe13+": hydrogenic_r2(lambda r: r * (1 - r / 6) * np.exp(-r / 3)),
}
assert abs(unit_r2["C+"] - 30) < 1e-5
assert abs(unit_r2["Fe13+"] - 180) < 1e-4

print(f"fine-structure constant = {alpha:.9f} (dimensionless)")
print(f"total spin strength from J=1/2 = {spin_total:.6f} (hbar^2)")
print(f"spin strength inside J=1/2 = {spin_inside:.6f} (hbar^2)")
print(f"M1 line strength = {line_strength:.6f} (Bohr magneton^2)")
print(f"free-electron g_s = {g_spin:.6f} (dimensionless)")
print(f"rate change from free-electron g_s = {100*g_correction:.3f} %")
rates = {}
for ion, half_digit in (("C+", 0.5e-6), ("Fe13+", 0.5e-9)):
    omega = omegas[ion]
    rate_au = m1_rate(omega)
    rates[ion] = rate_au / time_unit
    r2 = unit_r2[ion] / core_charge[ion]**2
    e2_ratio = 3 / 25 * omega**2 * r2**2
    rounding = 100 * 3 * half_digit / wavelengths[ion]
    print(f"{ion}: input wavelength = {wavelengths[ion]:.3e} m")
    print(f"{ion}: splitting omega = {omega:.6e} hartree")
    print(f"{ion}: M1 rate = {rate_au:.4e} atomic units")
    print(f"{ion}: M1 rate = {rates[ion]:.4e} s^-1")
    print(f"{ion}: M1 lifetime = {1/rates[ion]:.4e} s")
    print(f"{ion}: rate uncertainty from wavelength rounding = "
          f"{rounding:.2f} %")
    print(f"{ion}: core charge in E2 model = {core_charge[ion]} e")
    print(f"{ion}: hydrogenic mean square radius = {r2:.4f} bohr^2")
    print(f"{ion}: estimated E2/M1 rate ratio = {e2_ratio:.2e}")
print(f"C+ lifetime = {1/rates['C+']/const.day:.2f} days")
print(f"Fe13+ lifetime = {1000/rates['Fe13+']:.2f} ms")
wavelength_ratio = wavelengths["C+"] / wavelengths["Fe13+"]
rate_ratio = rates["Fe13+"] / rates["C+"]
assert abs(rate_ratio / wavelength_ratio**3 - 1) < 1e-12
print(f"wavelength ratio C+/Fe13+ = {wavelength_ratio:.3f}")
print(f"rate ratio Fe13+/C+ = {rate_ratio:.4e}")
print("done: every assertion held")
```

It prints:

```
fine-structure constant = 0.007297353 (dimensionless)
total spin strength from J=1/2 = 1.500000 (hbar^2)
spin strength inside J=1/2 = 0.166667 (hbar^2)
M1 line strength = 1.333333 (Bohr magneton^2)
free-electron g_s = 2.002319 (dimensionless)
rate change from free-electron g_s = 0.464 %
C+: input wavelength = 1.580e-04 m
C+: splitting omega = 2.883756e-04 hartree
C+: M1 rate = 5.5139e-23 atomic units
C+: M1 rate = 2.2795e-06 s^-1
C+: M1 lifetime = 4.3869e+05 s
C+: rate uncertainty from wavelength rounding = 0.95 %
C+: core charge in E2 model = 2 e
C+: hydrogenic mean square radius = 7.5000 bohr^2
C+: estimated E2/M1 rate ratio = 5.61e-07
Fe13+: input wavelength = 5.300e-07 m
Fe13+: splitting omega = 8.596859e-02 hartree
Fe13+: M1 rate = 1.4608e-15 atomic units
Fe13+: M1 rate = 6.0393e+01 s^-1
Fe13+: M1 lifetime = 1.6558e-02 s
Fe13+: rate uncertainty from wavelength rounding = 0.28 %
Fe13+: core charge in E2 model = 14 e
Fe13+: hydrogenic mean square radius = 0.9184 bohr^2
Fe13+: estimated E2/M1 rate ratio = 7.48e-04
C+ lifetime = 5.08 days
Fe13+ lifetime = 16.56 ms
wavelength ratio C+/Fe13+ = 298.113
rate ratio Fe13+/C+ = 2.6494e+07
done: every assertion held
```
